# Counting Oxygen p States under Metal-s Hopping in Disordered M2O3 Networks, part 1

(Sections cited here and not found follow in the second part.)

## Part one: the count and the energies

Q. In a disordered oxide no two oxygen atoms have the same surroundings. Each touches several metals at different distances and angles, and its p orbitals hop to all of them. I would expect every p level to be shifted by its own amount. Is any regularity left?

A. That depends on what the p orbitals can hop to, so the model has to be fixed first. Take $N$ formula units of M$_2$O$_3$. Each metal carries one s orbital and each oxygen three p orbitals, which gives $2N$ metal orbitals and $3\times3N=9N$ oxygen orbitals, for one direction of spin. Three assumptions are made about the oxygen side:

1. Every oxygen p orbital has the same energy $E_p$. This covers different oxygens and also the three orbitals of one oxygen, so there is no crystal-field splitting.
2. There is no hopping and no overlap between different oxygens.
3. Oxygen orbitals hop to metal s orbitals and to nothing else.

The energy $E_p$ may include any electrostatic shift common to all oxygens. On the metal side nothing is assumed yet: the s levels may differ from site to site, and metals may hop to one another.

Q. Write the Hamiltonian, so that I can see where the disorder sits.

A. List the metal orbitals first and the oxygen orbitals second. A state has metal amplitudes $a$ (a column of $2N$ numbers) and oxygen amplitudes $b$ (a column of $9N$ numbers), and

$$H=\begin{pmatrix}H_{ss}&T\\ T^\dagger&E_p\,\mathbb 1\end{pmatrix}.$$

The matrix $T$ has $2N$ rows and $9N$ columns. For a metal $m$ bonded to an oxygen $o$, let $\mathbf n$ be the unit vector from metal to oxygen. Take each hopping element to depend only on the two atoms it joins, as if the rest of the network were absent (the two-centre approximation). The bound derived below does not need this, but the simple form of $T$ does. An s orbital is round, and a p orbital pointing along $\alpha$ has a component $n_\alpha$ along the bond and a remainder perpendicular to it. The perpendicular part is odd under reflection in a plane containing the bond, while the s orbital is even, so that part does not couple. Hence

$$T_{m,o\alpha}=V_{mo}\,n_\alpha .$$

The sign of $V_{mo}$ depends on which lobe is called positive. It plays no part in the counting. The disorder of the metal–oxygen bonds, in direction, number and strength, sits in $T$. The disorder of the metal levels and of the hopping between metals sits in $H_{ss}$.

Q. Then consider one oxygen with one metal. The p orbital along the bond is shifted and the two perpendicular ones are not. But a real oxygen in such a network has about four metals around it, and four directions leave no perpendicular orbital. So nothing survives.

A. For a single oxygen taken alone that is right: a p orbital perpendicular to three independent directions is zero. But an eigenstate need not live on one oxygen. Several oxygens surround each metal, and their contributions at that metal can cancel. Ask for a state with no metal amplitude, $a=0$ and $b=v$. The eigenvalue equation $H\psi=E\psi$ has two rows:

$$Tv=0,\qquad E_p\,v=E\,v .$$

The second row gives $E=E_p$, since $v\neq0$. The first says that at every metal the sum of all incoming hopping amplitudes vanishes:

$$\sum_{o\alpha}V_{mo}n_\alpha v_{o\alpha}=0\quad\text{for each metal } m .$$

There is one such equation per metal.

Q. So the number of bonds does not matter?

A. It does not matter for the bound. A metal with eight oxygens imposes one linear equation, and so does a metal with three. There are $2N$ equations for $9N$ unknowns. The rank of $T$, meaning the number of independent equations, cannot exceed the number of rows, so the solutions form a space of dimension

$$\dim\ker T=9N-\operatorname{rank}T\;\ge\;9N-2N=7N .$$

This is the rank–nullity rule: each independent equation removes one free unknown. At least seven of the nine p states per formula unit therefore stay at $E_p$, with no metal weight. Your argument counted the four bonds of each oxygen as four separate constraints. Each metal is shared by several oxygens, and after sharing there are two constraints per formula unit.

Q. The basis is taken as orthogonal. Metal s orbitals are large and overlap the oxygen orbitals strongly. Does that spoil the result?

A. Overlap between s and p does not. With an overlap matrix whose s–p block is $S_{sp}$ and whose p–p block is the unit matrix, the equation to solve is $H\psi=ES\psi$. For $\psi=(0,v)$ its rows are

$$Tv=E\,S_{sp}v,\qquad E_p v=E v .$$

Again $E=E_p$, and the first row becomes $(T-E_pS_{sp})v=0$. The matrix in brackets still has $2N$ rows, so the bound is unchanged. The metal coefficients of these states are still zero, though "no metal weight" now refers to coefficients, since the orbitals are no longer orthogonal.

This was tested on a case with little structure: eight formula units placed at random points, with a random s–p overlap, and a random metal block having eigenvalues on both sides of $E_p=-1.7$ eV. Diagonalization gave 56 states at $-1.7$ eV, which is $7\times8$.

Q. You have shown "at least". Could many more states lie at $E_p$, some of them with metal character?

A. In general an accidental coincidence is possible. It can be excluded when the metal block lies above the oxygen level, which is the usual order when the metal s states form the conduction band. Write $D=H_{ss}-E_p$ and suppose that $D$ is positive definite, that is, all its eigenvalues are positive. An eigenstate $(a,b)$ at energy $E_p$ obeys

$$Da+Tb=0,\qquad T^\dagger a=0 .$$

Multiply the first equation from the left by $a^\dagger$. The second term is $a^\dagger Tb=(T^\dagger a)^\dagger b=0$, so $a^\dagger Da=0$, and positivity forces $a=0$. What remains is $Tb=0$. The states at $E_p$ are then precisely the solutions already counted, $9N-\operatorname{rank}T$ of them.

Q. And where do the other states go? I would like a count that does not depend on a particular network.

A. Measure energy from $E_p$ and factor the matrix:

$$\begin{pmatrix}D&T\\T^\dagger&0\end{pmatrix}
=L\begin{pmatrix}D&0\\0&-T^\dagger D^{-1}T\end{pmatrix}L^\dagger,\qquad
L=\begin{pmatrix}\mathbb 1&0\\T^\dagger D^{-1}&\mathbb 1\end{pmatrix}.$$

To check it, multiply the middle matrix by $L^\dagger$. The rows become $(D,\;T)$ and $(0,\;-T^\dagger D^{-1}T)$. Multiplying by $L$ leaves the first row alone and adds $T^\dagger D^{-1}$ times the first row to the second, which gives $(T^\dagger,\;T^\dagger D^{-1}T-T^\dagger D^{-1}T)=(T^\dagger,\;0)$.

The matrix $L$ is invertible but not unitary, so the two sides have different eigenvalues. They do have the same numbers of positive, negative and zero eigenvalues. The number of positive eigenvalues is the largest dimension of a subspace on which $\psi^\dagger H\psi>0$ for all nonzero $\psi$: the eigenvectors with positive eigenvalues span such a subspace, and any larger one would have to share a nonzero vector with the span of the remaining eigenvectors, where the form is not positive. An invertible change of variables preserves dimensions, so it preserves this number. The same holds for the negative ones.

Now read off the signs. The block $D$ gives $2N$ positive eigenvalues. For the other block,

$$-v^\dagger T^\dagger D^{-1}Tv=-(Tv)^\dagger D^{-1}(Tv),$$

which is negative unless $Tv=0$. So there are

$$\operatorname{rank}T \text{ states below } E_p,\quad 9N-\operatorname{rank}T \text{ at } E_p,\quad 2N \text{ above}.$$

Q. Could one of the upper states drift down and sit just above $E_p$?

A. Not into the interval below the metal block. Let $d_{\min}$ be the lowest eigenvalue of $D$ and choose $\lambda$ with $0<\lambda<d_{\min}$. Repeat the factorization for $H-E_p-\lambda$. The metal block is $D-\lambda$, still positive definite. The oxygen block becomes

$$-\lambda\mathbb 1-T^\dagger(D-\lambda)^{-1}T,$$

which is negative definite, since both terms are non-positive and the first is strictly negative. No eigenvalue is zero, so no state has energy $E_p+\lambda$. The interval from $E_p$ to $E_p+d_{\min}$ is empty.

Electron counting places the gap there. A trivalent metal such as indium or gallium brings three valence electrons and an oxygen four p electrons, so a formula unit has $2\times3+3\times4=18$. With two spins these fill the nine lowest states per unit, namely those below and at $E_p$. In this model the top of the valence band is $E_p$ itself.

Q. How far down do the shifted states go?

A. If all metal levels equal $E_s$ and there is no s–s hopping, this can be solved. Every matrix has a singular-value decomposition, $T=\sum_j\sigma_j u_jw_j^\dagger$, with orthonormal $u_j$ on the metals, orthonormal $w_j$ on the oxygens and $\sigma_j\ge0$. Then $Tw_j=\sigma_ju_j$ and $T^\dagger u_j=\sigma_jw_j$, so each pair $u_j,w_j$ is closed under $H$:

$$\begin{pmatrix}E_s&\sigma_j\\ \sigma_j&E_p\end{pmatrix}.$$

With $\Delta=E_s-E_p$ and $x=E-E_p$, the determinant condition is $(x-\Delta)x=\sigma_j^2$, or $x^2-\Delta x-\sigma_j^2=0$, and

$$x_\pm=\frac\Delta2\pm\sqrt{\frac{\Delta^2}4+\sigma_j^2}.$$

For $\sigma_j\ll\Delta$ the lower level is $x_-\approx-\sigma_j^2/\Delta$, the usual second-order repulsion. For $\sigma_j\gg\Delta$ it is $x_-\approx\Delta/2-\sigma_j$, and the two partners share the state almost equally.

The typical size of $\sigma_j$ follows from a trace. Because $n_x^2+n_y^2+n_z^2=1$ on each bond,

$$\sum_j\sigma_j^2=\operatorname{tr}TT^\dagger=\sum_{m,o,\alpha}V_{mo}^2n_\alpha^2=\sum_{\text{bonds}}V_{mo}^2 .$$

Divided by the $2N$ metals, this says that the mean of $\sigma_j^2$ is the mean coordination of a metal times the mean of $V^2$. So the bonds do matter for the energy of the shifted states, though not for the bound on how many are unshifted.

Q. Show me numbers for a network that is thoroughly disordered.

A. Take the fluorite lattice, in which the metals form a face-centred cubic lattice and each oxygen site is the centre of a regular tetrahedron of metals. Remove a random quarter of the oxygens, which turns MO$_2$ into M$_2$O$_3$, and displace every atom at random by up to 0.02 nm along each axis. The cell edge is 0.505 nm, giving an undisplaced bond of $0.505\sqrt3/4=0.2187$ nm. The periodic box contains 54 formula units: 108 metals and 162 oxygens, or $108+486=594$ orbitals. After displacement the bonds run from 0.174 to 0.266 nm. Metals have between 3 and 8 oxygen neighbours, with mean 6.00, and every oxygen keeps four metals.

The energies are round values in the rough range of indium oxide: $\Delta=3.0$ eV, and $V=2.0$ eV at the undisplaced bond length, varying as the inverse square of the distance. Hopping is kept for first neighbours.

Diagonalizing the full matrix gives 108 states below $E_p$, 378 at $E_p$ and 108 above. Since $378/54=7$, the bound is met with equality. The largest metal weight among the states at $E_p$ is $8\times10^{-30}$, zero to rounding.

The singular values run from 0.588 to 6.526 eV, with root mean square 4.976 eV. The sum rule with $V=2.0$ eV on every bond would give $\sqrt{6\times4.0}=4.90$ eV; the small excess reflects the average of $V^2$ over the displaced bonds. For the rms value,

$$x_-=1.5-\sqrt{1.5^2+4.976^2}=1.5-5.197=-3.70\ \text{eV}.$$

The bonding levels extend from $-5.20$ to $-0.11$ eV, and the conduction levels from 3.11 to 8.20 eV. The formula for $x_\pm$ was tested against the diagonalization for every pair.

Q. All your metal levels are equal there. You promised they need not be.

A. With random metal levels and s–s hopping added to the same network, the lowest eigenvalue of $H_{ss}$ is 1.711 eV above $E_p$. The counts remain 108, 378 and 108. The conduction edge is at 1.955 eV, above 1.711 eV as the empty interval requires. The pair formula no longer applies, because $H_{ss}$ mixes the different $u_j$.

## Part two: symmetry, motion and the limits of the model

The symbols carried over are these. The network has $N$ formula units, $2N$ metal s orbitals and $9N$ oxygen p orbitals per spin. $T$ is the $2N\times9N$ hopping matrix with elements $V_{mo}n_\alpha$ and singular values $\sigma$. The common oxygen level is $E_p$, and equal metal levels lie $\Delta$ above it. Pure-p states with $Tv=0$ stay at $E_p$, and there are $9N-\operatorname{rank}T\ge7N$ of them. Coupled pairs lie at $x_\pm=\Delta/2\pm\sqrt{\Delta^2/4+\sigma^2}$ from $E_p$. In the example $N=54$, $\Delta=3.0$ eV and $V=2.0$ eV at a bond length of 0.2187 nm.

Q. Your example gave seven per formula unit with nothing to spare. Is "at least" merely caution?

A. No. Put the atoms of the example back on their lattice sites, leaving the random vacancies in place. Each oxygen then sits at the centre of a regular tetrahedron, and all bonds have the same $V$. Consider the s state with equal amplitude $1/\sqrt{2N}$ on every metal. Its coupling to one oxygen is

$$(T^\dagger a)_o=\frac{V}{\sqrt{2N}}\sum_{i=1}^4\mathbf n_i=0,$$

because the four directions of a regular tetrahedron add to zero. This metal state decouples from all oxygens, the rows of $T$ are linearly dependent, and the rank drops.

Q. By how much? There might be many such metal states.

A. By one, if the network is connected. At each oxygen, decoupling requires $\sum_ia_i\mathbf n_i=0$. Any three of the four directions are linearly independent, so the four vectors obey one linear relation up to a factor, and we know it: equal coefficients. The four metals around an oxygen must therefore have equal amplitudes. Passing from oxygen to oxygen carries the equality through a connected network, and the uniform state is the sole solution. Thus $\operatorname{rank}T=2N-1$, and $7N+1$ states stay at $E_p$.

The diagonalization gives 379 states there for the undisplaced atoms, against 378 for the displaced ones. The conduction edge lies at 3.000 eV, which is $\Delta$, since the uniform state feels no repulsion from oxygen. With displaced atoms the edge is at 3.111 eV. Disorder here removes one state from $E_p$, down to the number that it cannot reduce.

At least seven of the nine oxygen p states per formula unit stay at $E_p$ however irregular the metal–oxygen bonds are, and the displaced example meets this bound exactly. It remains to see what happens at other wavevectors, whether these states can be localized, and how the result changes when the metal level lies below $E_p$ or the model's assumptions are relaxed.

Numbers in the example were calculated in double precision.
